# The gap term in the Arrhenius slope of a +1 defect: verification in Python

```python
"""Arrhenius slope of a +1 defect in intrinsic material.

Result under test: if the gap is Eg(T) = G - alpha*T, the Fermi level is at
midgap, and the formation free energy at the valence edge is A0 + v*T, then
    -d ln(c) / d(1/kT) = A0 + G/2,
and ln(prefactor/N) = (alpha/2 - v)/k.
c: defect concentration, N: site density, k: Boltzmann constant.
G is the linear extrapolation of the gap to T = 0, not the true gap there.
Energies are in eV, densities in cm^-3; carrier integrals use atomic units.
All material parameters are rough, round values in the regime of silicon.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

K = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR_CM = physical_constants["Bohr radius"][0] * 100.0

GAP_ZERO = 1.2            # true gap at 0 K, eV
CURVE_A = 5.0e-4          # high-temperature gap coefficient, eV/K
CURVE_B = 600.0           # temperature scale of the flattening, K
A0 = 3.0                  # formation energy at the valence edge, eV
SITES = 5.0e22            # site density, cm^-3
T_MID, T_LOW, T_HIGH = 1200.0, 1000.0, 1400.0
T_MELT = 1700.0           # rough melting point, K
EQUAL = (1.0, 1.0)        # electron and hole density-of-states masses
UNEQUAL = (1.1, 0.8)      # rough silicon values, free-electron masses
DONORS = 1.0e17           # residual donors, cm^-3
LEVEL = 0.7               # (+/0) level above the valence edge, eV


def curved_gap(T):
    return GAP_ZERO - CURVE_A * T**2 / (T + CURVE_B)


def tangent_intercept(T):
    return GAP_ZERO + CURVE_A * CURVE_B * T**2 / (T + CURVE_B)**2


G = tangent_intercept(T_MID)
ALPHA = CURVE_A * T_MID * (T_MID + 2 * CURVE_B) / (T_MID + CURVE_B)**2


def linear_gap(T):
    return G - ALPHA * T


ROOT_GRID = np.linspace(0.0, 9.0, 901)
ROOT_STEP = ROOT_GRID[1] - ROOT_GRID[0]


def carriers(eta, T, mass):
    """Fermi-Dirac carrier density; eta is the reduced Fermi energy."""
    s = ROOT_GRID
    integral = ROOT_STEP * np.sum(2 * s**2 / (np.exp(s**2 - eta) + 1))
    kT_atomic = K * T / HARTREE
    density = (2 * mass * kT_atomic)**1.5 / (2 * np.pi**2) * integral
    return density / BOHR_CM**3


def fermi_level(T, gap, masses=EQUAL, donors=0.0):
    """Fermi level above the valence edge from charge neutrality."""
    def imbalance(level):
        n = carriers((level - gap(T)) / (K * T), T, masses[0])
        p = carriers(-level / (K * T), T, masses[1])
        return np.log((p + donors) / n)
    return brentq(imbalance, 0.0, gap(T), xtol=1e-14, rtol=1e-14)


def log_conc(T, gap=linear_gap, v=0.0, masses=EQUAL, donors=0.0):
    energy = A0 + v * T + fermi_level(T, gap, masses, donors)
    return np.log(SITES) - energy / (K * T)


def slope(log_function, T):
    """Minus the derivative with respect to 1/kT, by central difference."""
    beta = 1 / (K * T)
    step = 1e-3 * beta
    upper = log_function(1 / (K * (beta + step)))
    lower = log_function(1 / (K * (beta - step)))
    return -(upper - lower) / (2 * step)


# Dilute site counting against an explicit sum over defect numbers.
number_sites, degeneracy, reduced_energy = 400, 2, 9.0
count = np.arange(number_sites + 1)
log_weight = (gammaln(number_sites + 1) - gammaln(count + 1)
              - gammaln(number_sites - count + 1)
              + count * (np.log(degeneracy) - reduced_energy))
weight = np.exp(log_weight - logsumexp(log_weight))
fraction = np.sum(count * weight) / number_sites
boltzmann = degeneracy * np.exp(-reduced_energy)
assert abs(fraction / boltzmann - 1) < 2 * boltzmann
assert abs(fraction / (boltzmann / (1 + boltzmann)) - 1) < 1e-8

# Tangent of the curved gap against a numerical derivative.
derivative = (curved_gap(T_MID + 0.1) - curved_gap(T_MID - 0.1)) / 0.2
assert abs(derivative + ALPHA) < 1e-9
assert abs(curved_gap(T_MID) - T_MID * derivative - G) < 1e-6

# Midgap, slope and prefactor for three ways of sharing the gap shrinkage.
predicted = A0 + G / 2
shares = (0.0, ALPHA / 2, ALPHA)
prefactors = []
for T in (T_LOW, T_MID, T_HIGH):
    assert abs(fermi_level(T, linear_gap) - linear_gap(T) / 2) < 1e-10
    for v in shares:
        found = slope(lambda t: log_conc(t, v=v), T)
        assert abs(found - predicted) < 1e-8
        log_factor = log_conc(T, v=v) + found / (K * T) - np.log(SITES)
        assert abs(log_factor - (ALPHA / 2 - v) / K) < 1e-6
        if T == T_MID:
            prefactors.append(np.exp(log_factor))
slope_mid = slope(log_conc, T_MID)
gap_mid = linear_gap(T_MID)
wrong_slope = A0 + gap_mid / 2
assert abs(slope_mid - wrong_slope - ALPHA * T_MID / 2) < 1e-8

# Curved gap: local slopes and a straight-line fit over the whole range.
local_slopes = []
for T in (T_LOW, T_MID, T_HIGH):
    found = slope(lambda t: log_conc(t, gap=curved_gap), T)
    assert abs(found - A0 - tangent_intercept(T) / 2) < 1e-6
    local_slopes.append(found)
temperatures = np.linspace(T_LOW, T_HIGH, 9)
curved_logs = [log_conc(T, gap=curved_gap) for T in temperatures]
fit_slope = -np.polyfit(1 / (K * temperatures), curved_logs, 1)[0]
true_zero_slope = A0 + GAP_ZERO / 2
assert abs(fit_slope - predicted) < 0.005
assert abs(fit_slope - true_zero_slope) > 0.05
assert abs(fit_slope - wrong_slope) > 0.2
gap_misfit = np.max(np.abs(curved_gap(temperatures)
                           - linear_gap(temperatures)))

# Unequal masses: tested at 600 K, where carrier degeneracy is negligible.
T_TEST = 600.0
mass_term = 0.75 * np.log(UNEQUAL[1] / UNEQUAL[0])
shift = fermi_level(T_TEST, linear_gap, UNEQUAL) - linear_gap(T_TEST) / 2
assert abs(shift - K * T_TEST * mass_term) < 1e-6
mass_slope_test = slope(lambda t: log_conc(t, masses=UNEQUAL), T_TEST)
assert abs(mass_slope_test - predicted) < 1e-5
level_mass = fermi_level(T_MID, linear_gap, UNEQUAL)
mass_shift = level_mass - gap_mid / 2
mass_slope = slope(lambda t: log_conc(t, masses=UNEQUAL), T_MID)
eta_n = (level_mass - gap_mid) / (K * T_MID)
n_intrinsic = carriers(eta_n, T_MID, UNEQUAL[0])
n_boltzmann = (2 * (UNEQUAL[0] * K * T_MID / HARTREE / (2 * np.pi))**1.5
               * np.exp(eta_n) / BOHR_CM**3)
degeneracy_error = n_boltzmann / n_intrinsic - 1

# Residual donors; the Boltzmann formula is good to about one per cent here.
donor_shift = fermi_level(T_MID, linear_gap, UNEQUAL, DONORS) - level_mass
donor_formula = K * T_MID * np.arcsinh(DONORS / (2 * n_intrinsic))
assert abs(donor_shift / donor_formula - 1) < 0.03
donor_slope = slope(
    lambda t: log_conc(t, masses=UNEQUAL, donors=DONORS), T_MID)

# Neutral charge state: slope of the total against the weighted enthalpies.


def log_total(T):
    log_neutral = np.log(SITES) - (A0 + LEVEL) / (K * T)
    return np.logaddexp(log_conc(T), log_neutral)


neutral_ratio = np.exp(-(LEVEL - gap_mid / 2) / (K * T_MID))
neutral_share = neutral_ratio / (1 + neutral_ratio)
total_slope = slope(log_total, T_MID)
weighted = (1 - neutral_share) * predicted + neutral_share * (A0 + LEVEL)
assert abs(total_slope - weighted) < 1e-6

# Three vibrations softened by the defect: only quantum corrections remain.
MODE_HOST, MODE_DEFECT, MODES = 0.060, 0.040, 3


def vibrational_log(T):
    x_host, x_defect = MODE_HOST / (2*K*T), MODE_DEFECT / (2*K*T)
    return MODES * np.log(np.sinh(x_host) / np.sinh(x_defect))


vibrational_slope = slope(vibrational_log, T_MID)
mean_energy = [w / 2 / np.tanh(w / (2 * K * T_MID))
               for w in (MODE_HOST, MODE_DEFECT)]
assert abs(vibrational_slope
           - MODES * (mean_energy[1] - mean_energy[0])) < 1e-7
vibrational_factor = np.exp(vibrational_log(T_MID))
classical_factor = (MODE_HOST / MODE_DEFECT)**MODES
assert abs(vibrational_factor / classical_factor - 1) < 0.05

conc = [np.exp(log_conc(T)) for T in (T_LOW, T_MID, T_HIGH)]
assert conc[1] / n_intrinsic < 1e-6 and T_HIGH < T_MELT

print("INPUTS (rough silicon regime)")
print(f"true gap at 0 K: {GAP_ZERO:.2f} eV")
print(f"gap curve a: {CURVE_A:.1e} eV/K; b: {CURVE_B:.0f} K")
print(f"A0 at valence edge: {A0:.2f} eV")
print(f"site density: {SITES:.1e} cm^-3")
print(f"range: {T_LOW:.0f} to {T_HIGH:.0f} K; melting: {T_MELT:.0f} K")
print("LINEAR GAP, tangent at the middle temperature, v = 0")
print(f"middle temperature: {T_MID:.0f} K; kT: {K*T_MID:.5f} eV")
print(f"Boltzmann constant: {K:.6e} eV/K")
print(f"alpha: {ALPHA:.4e} eV/K")
print(f"extrapolated gap G: {G:.4f} eV")
print(f"gap at 1200 K: {gap_mid:.4f} eV")
print(f"formation free energy at 1200 K: {wrong_slope:.4f} eV")
print(f"slope, finite difference: {slope_mid:.4f} eV")
print(f"slope, A0 + G/2: {predicted:.4f} eV")
print(f"slope in atomic units: {predicted/HARTREE:.5f} hartree")
print(f"alpha*T/2 at 1200 K: {ALPHA*T_MID/2:.4f} eV")
for T, value in zip((T_LOW, T_MID, T_HIGH), conc):
    print(f"concentration at {T:.0f} K: {value:.3e} cm^-3")
print(f"alpha/(2k): {ALPHA/(2*K):.4f} (no unit)")
for name, value in zip(("0", "alpha/2", "alpha"), prefactors):
    print(f"prefactor/N for v = {name}: {value:.4f} (no unit)")
print("CURVED GAP")
for T, value in zip((T_LOW, T_MID, T_HIGH), local_slopes):
    print(f"local slope at {T:.0f} K: {value:.4f} eV")
print(f"fitted slope over range: {fit_slope:.4f} eV")
print(f"A0 + half true 0 K gap: {true_zero_slope:.4f} eV")
print(f"largest gap misfit of line: {1000*gap_misfit:.2f} meV")
print("NEGLECTED EFFECTS at 1200 K")
print(f"masses, electron and hole: {UNEQUAL[0]}, {UNEQUAL[1]} m_e")
print(f"Fermi shift from masses: {1000*mass_shift:.2f} meV")
print(f"slope change from masses: {1000*(mass_slope-predicted):.2f} meV")
print(f"intrinsic density: {n_intrinsic:.3e} cm^-3")
print(f"Boltzmann density error: {100*degeneracy_error:.2f} %")
print(f"defect charge / intrinsic: {conc[1]/n_intrinsic:.1e} (no unit)")
print(f"residual donors: {DONORS:.1e} cm^-3")
print(f"Fermi shift from donors: {1000*donor_shift:.2f} meV")
print(f"slope change, donors: {1000*(donor_slope-mass_slope):.2f} meV")
print(f"(+/0) level above valence edge: {LEVEL:.2f} eV")
print(f"neutral enthalpy: {A0+LEVEL:.2f} eV")
print(f"neutral share: {100*neutral_share:.2f} %")
print(f"slope change, total: {1000*(total_slope-predicted):.2f} meV")
print(f"modes: {MODES}, {1000*MODE_HOST:.0f} to "
      f"{1000*MODE_DEFECT:.0f} meV")
print(f"slope change, vibrations: {1000*vibrational_slope:.2f} meV")
print(f"vibrational prefactor: {vibrational_factor:.3f} (no unit)")
print(f"classical vibrational limit: {classical_factor:.3f} (no unit)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough silicon regime)
true gap at 0 K: 1.20 eV
gap curve a: 5.0e-04 eV/K; b: 600 K
A0 at valence edge: 3.00 eV
site density: 5.0e+22 cm^-3
range: 1000 to 1400 K; melting: 1700 K
LINEAR GAP, tangent at the middle temperature, v = 0
middle temperature: 1200 K; kT: 0.10341 eV
Boltzmann constant: 8.617333e-05 eV/K
alpha: 4.4444e-04 eV/K
extrapolated gap G: 1.3333 eV
gap at 1200 K: 0.8000 eV
formation free energy at 1200 K: 3.4000 eV
slope, finite difference: 3.6667 eV
slope, A0 + G/2: 3.6667 eV
slope in atomic units: 0.13475 hartree
alpha*T/2 at 1200 K: 0.2667 eV
concentration at 1000 K: 2.186e+05 cm^-3
concentration at 1200 K: 2.628e+08 cm^-3
concentration at 1400 K: 4.164e+10 cm^-3
alpha/(2k): 2.5788 (no unit)
prefactor/N for v = 0: 13.1811 (no unit)
prefactor/N for v = alpha/2: 1.0000 (no unit)
prefactor/N for v = alpha: 0.0759 (no unit)
CURVED GAP
local slope at 1000 K: 3.6586 eV
local slope at 1200 K: 3.6667 eV
local slope at 1400 K: 3.6735 eV
fitted slope over range: 3.6657 eV
A0 + half true 0 K gap: 3.6000 eV
largest gap misfit of line: 1.39 meV
NEGLECTED EFFECTS at 1200 K
masses, electron and hole: 1.1, 0.8 m_e
Fermi shift from masses: -24.88 meV
slope change from masses: 1.17 meV
intrinsic density: 3.783e+18 cm^-3
Boltzmann density error: 0.58 %
defect charge / intrinsic: 6.9e-11 (no unit)
residual donors: 1.0e+17 cm^-3
Fermi shift from donors: 1.38 meV
slope change, donors: 10.81 meV
(+/0) level above valence edge: 0.70 eV
neutral enthalpy: 3.70 eV
neutral share: 5.21 %
slope change, total: 1.74 meV
modes: 3, 60 to 40 meV
slope change, vibrations: -4.80 meV
vibrational prefactor: 3.455 (no unit)
classical vibrational limit: 3.375 (no unit)
ALL CHECKS PASSED
```
